# Anisotropic KPZ growth with opposite nonlinearities: one-loop flow to logarithmic roughness

## The decision

A growth calculation gives the surface width in a cell of limited size, and the width of a larger area is wanted. If the nonlinear terms fade with length and the coefficient of the logarithm settles, a logarithm may be extrapolated. If they strengthen, the extrapolation fails beyond some length. For a weakly nonlinear anisotropic surface the signs of two coefficients decide the behaviour at large length; their sizes decide how soon it sets in.

## Start: the linear surface

Let \(h(x,y,t)\) be the height measured from its mean, with
\[
\partial_t h=\nu_x\partial_x^2h+\nu_y\partial_y^2h+\eta,\qquad
\langle\eta\eta'\rangle=2D\,\delta^2(\mathbf x-\mathbf x')\,\delta(t-t'),
\]
and \(\nu_x,\nu_y>0\). A Fourier mode decays at the rate \(\varepsilon(\mathbf q)=\nu_xq_x^2+\nu_yq_y^2\). Balancing noise against decay, \(2D=2\varepsilon\langle|h_q|^2\rangle\), gives \(\langle|h_q|^2\rangle=D/\varepsilon\).

Set \(p_i=\sqrt{\nu_i}\,q_i\), so that \(\varepsilon=p^2\) and \(d^2q=d^2p/\sqrt{\nu_x\nu_y}\). Then
\[
W^2=\int\!\frac{d^2q}{4\pi^2}\frac{D}{\varepsilon}
=\frac{\Gamma}{2\pi}\,l,\qquad
\Gamma=\frac{D}{\sqrt{\nu_x\nu_y}},\quad l=\ln\frac{L}{\ell_c},
\]
up to a constant set by the shape of the cutoff; \(\ell_c\) is the shortest length described. Static roughness depends on \(\Gamma\), relaxation on \(\nu_x\) and \(\nu_y\).

## Add the nonlinear terms

Now add \(\tfrac12\lambda_x(\partial_xh)^2+\tfrac12\lambda_y(\partial_yh)^2\) to the right side. With \(h=A^{-1/2}\sum_q h_qe^{i\mathbf q\cdot\mathbf x}\) on an area \(A\), two gradients give \(i^2=-1\):
\[
\partial_th_k=-\varepsilon_kh_k-\frac1{2\sqrt A}\sum_qB(\mathbf q,\mathbf k-\mathbf q)h_qh_{k-q}+\eta_k,
\]
where \(B(\mathbf a,\mathbf b)=\lambda_xa_xb_x+\lambda_ya_yb_y\).

**The coefficients \(\lambda_i\) do not flow.** If \(h\) is a solution, so is
\[
h'=\sum_i\left(s_ix_i+\tfrac12\lambda_is_i^2t\right)+h(x_i+\lambda_is_it,\,t).
\]
The time derivative produces \(\tfrac12\lambda_is_i^2+\lambda_is_i\partial_ih\), which is what \(\tfrac12\lambda_i(s_i+\partial_ih)^2\) adds. The noise is white in time, so the moving frame leaves its statistics unchanged. Averaging over short wavelengths keeps the frame velocity \(\lambda_is_i\). The averaged equation has the same symmetry with its own coefficient, which must therefore equal \(\lambda_i\). Heights and lengths are not rescaled here.

**Change of the decay rate.** Disturb a slow mode by \(\delta h_k\). Linearization removes the factor \(\tfrac12\):
\[
\partial_t\delta h_k=-\varepsilon_k\delta h_k-A^{-1/2}\sum_qB(\mathbf q,\mathbf k-\mathbf q)h_q\,\delta h_{k-q}.
\]
The fast disturbance is driven by the slow one through \(-B(-\mathbf q,\mathbf k)=B(\mathbf q,\mathbf k)\):
\[
\delta h_{k-q}(t)=A^{-1/2}B(\mathbf q,\mathbf k)\int^t\!dt'\,e^{-\varepsilon_{k-q}(t-t')}h_{-q}(t')\,\delta h_k(t').
\]
Insert this and average with \(\langle h_q(t)h_{-q}(t')\rangle=(D/\varepsilon_q)e^{-\varepsilon_q|t-t'|}\). The slow mode hardly changes during the short memory, so the time integral is \(1/(\varepsilon_q+\varepsilon_{k-q})\), and
\[
\delta\varepsilon(\mathbf k)=\int\!\frac{d^2q}{4\pi^2}\,
\frac{D\,B(\mathbf q,\mathbf k-\mathbf q)B(\mathbf q,\mathbf k)}{\varepsilon_q(\varepsilon_q+\varepsilon_{k-q})}.
\]

**Change of the noise.** Fast modes exert on a slow mode the force \(\tfrac12A^{-1/2}\sum_qB(\mathbf q,\mathbf q)|h_q|^2\). In its connected correlation each \(\mathbf q\) pairs in two ways, giving \(\tfrac14\cdot2\int_q B^2(D/\varepsilon)^2e^{-2\varepsilon|t|}\), with \(\int_q=\int d^2q/4\pi^2\). Integration over time multiplies by \(1/\varepsilon\). The result is \(2\,\delta D\), so
\[
\delta D=\frac{D^2}{4}\int\!\frac{d^2q}{4\pi^2}\frac{B(\mathbf q,\mathbf q)^2}{\varepsilon_q^3}.
\]

## Extract the logarithms

Replace \(\mathbf q\) by \(\mathbf k/2+\mathbf q\) in \(\delta\varepsilon\). This shift adds, at order \(k^2\), the divergence of a field that scales as \(1/q\). Its flux through a boundary of length proportional to \(q\) is the same at the inner and outer edges of a ring, so the shift does not matter. The \(k^2\) integrand scales as \(q^{-2}\), so each direction contributes the same \(\int dq/q=\delta l\) whatever the shape of the ring.

With \(E=\nu_xq_xk_x+\nu_yq_yk_y\), the factors become
\[
B\!\left(\tfrac{\mathbf k}2+\mathbf q,\tfrac{\mathbf k}2-\mathbf q\right)=\tfrac14B(\mathbf k,\mathbf k)-B(\mathbf q,\mathbf q),\qquad
B\!\left(\tfrac{\mathbf k}2+\mathbf q,\mathbf k\right)=\tfrac12B(\mathbf k,\mathbf k)+B(\mathbf q,\mathbf k),
\]
\[
\varepsilon_{k/2+q}\simeq\varepsilon_q+E,\qquad
\varepsilon_{k/2+q}+\varepsilon_{k/2-q}=2\varepsilon_q+\tfrac12\varepsilon_k .
\]
The second factor is already of order \(k\), so \(k^2\) corrections elsewhere are dropped. The term linear in \(k\) is odd in \(\mathbf q\) and vanishes. What remains is
\[
\delta\varepsilon(\mathbf k)=-\frac D2\int\!\frac{d^2q}{4\pi^2}\frac{B(\mathbf q,\mathbf q)}{\varepsilon_q^2}
\left[\frac{B(\mathbf k,\mathbf k)}2-\frac{B(\mathbf q,\mathbf k)E}{\varepsilon_q}\right].
\]

Take \(\mathbf k\) along \(x\), write \(\mathbf p=p(\cos\theta,\sin\theta)\), and set \(a=\lambda_x/\nu_x\), \(b=\lambda_y/\nu_y\). Then \(B(\mathbf q,\mathbf q)=p^2(a\cos^2\theta+b\sin^2\theta)\). The angular integrals of \(\cos^2\), \(\cos^4\) and \(\cos^2\sin^2\) are \(\pi\), \(3\pi/4\) and \(\pi/4\), so
\[
\int_0^{2\pi}\!d\theta\,(a\cos^2\theta+b\sin^2\theta)\left(\tfrac12-\cos^2\theta\right)
=a\left(\tfrac\pi2-\tfrac{3\pi}4\right)+b\left(\tfrac\pi2-\tfrac\pi4\right)=\tfrac\pi4(b-a).
\]
The prefactor is \(-\lambda_x\Gamma/(8\pi^2)\), hence \(d\nu_x/dl=\lambda_x\Gamma(a-b)/(32\pi)\). For the noise,
\[
\int_0^{2\pi}\!d\theta\,(a\cos^2\theta+b\sin^2\theta)^2=\tfrac\pi4(3a^2+2ab+3b^2).
\]
Define \(u=a\sqrt{\Gamma/32\pi}\) and \(v=b\sqrt{\Gamma/32\pi}\). Then
\[
\frac{d\ln\nu_x}{dl}=u(u-v),\quad
\frac{d\ln\nu_y}{dl}=v(v-u),\quad
\frac{d\ln D}{dl}=\frac{3u^2+2uv+3v^2}2 .
\]

*Isotropic limit.* For \(u=v\) the stiffnesses stand still and \(d\ln D/dl=4u^2\). Since \(u^2\propto D\) at fixed \(\nu,\lambda\), \(du^2/dl=4u^4\): the weak coupling grows.

## Solve the flow

Subtract half of each stiffness equation from the noise equation:
\[
\frac{d\ln\Gamma}{dl}=\frac{3u^2+2uv+3v^2}2-\frac{(u-v)^2}2=(u+v)^2 .
\]
Because the \(\lambda_i\) are fixed, \(d\ln u=-d\ln\nu_x+\tfrac12d\ln\Gamma\), and likewise for \(v\):
\[
\frac{d\ln u}{dl}=\frac{v^2+4uv-u^2}2,\qquad
\frac{d\ln v}{dl}=\frac{u^2+4uv-v^2}2 .
\]
Let \(w=uv\) and \(r=v/u\). The sum of the two equations closes on \(w\). The difference is \(d\ln r/dl=u^2-v^2\), and \(u^2=w/r\). Therefore
\[
\frac{dw}{dl}=4w^2,\qquad w=\frac{w_0}{\tau},\quad \tau=1-4w_0l,\qquad
\frac{dr}{dl}=w(1-r^2).
\]
With \(s=(1+r)/(1-r)\) one has \(d\ln s/dr=2/(1-r^2)\), so \(d\ln s/dl=2w\) and \(s=s_0/\sqrt\tau\). For \(\Gamma\), divide \((u+v)^2=w(1+r)^2/r\) by \(dr/dl\):
\[
\frac{d\ln\Gamma}{dr}=\frac{1+r}{r(1-r)}=\frac1r+\frac2{1-r}.
\]
Thus \(\Gamma\propto|r|/(1-r)^2\). Since \(1-s^2=-4r/(1-r)^2\),
\[
\Gamma=\Gamma_0\frac{1-s^2}{1-s_0^2}.
\]
Finally, \(w\propto\Gamma/(\nu_x\nu_y)\) gives, for \(\bar\nu=\sqrt{\nu_x\nu_y}\), the growth \(\bar\nu=\bar\nu_0\sqrt{\tau\,\Gamma/\Gamma_0}\).

**Opposite signs, \(w_0<0\).** Now \(\tau=1+4|w_0|l\) increases, \(s\to0\), \(r\to-1\), and both couplings vanish as \(l^{-1/2}\). The roughness coefficient stays finite:
\[
\Gamma_\infty=\frac{\Gamma_0}{1-s_0^2}=\Gamma_0\frac{(1+|r_0|)^2}{4|r_0|}.
\]
Integrating \(dW^2/dl=\Gamma/2\pi\) with \(\Gamma=\Gamma_\infty(1-s_0^2/\tau)\) gives, at leading logarithmic accuracy,
\[
W^2=\frac{\Gamma_\infty}{2\pi}\left[l-\frac{s_0^2}{4|w_0|}\ln(1+4|w_0|l)\right].
\]
At leading order in \(l\) the squared width is that of a linear surface with coefficient \(\Gamma_\infty\); the correction grows only as \(\ln l\). The dynamics is not quite linear: \(\bar\nu\) and \(D=\Gamma\bar\nu\) grow as \(\sqrt l\), and \(\nu_y/\nu_x=(\lambda_y/\lambda_x)/r\) tends to \(-\lambda_y/\lambda_x\). Relaxation times therefore scale as \(L^2/\sqrt{\ln L}\).

The expansion improves along the way, since
\[
\frac{d(u^2+v^2)}{dl}=-(u^2-v^2)^2+4uv(u^2+v^2)<0\quad(uv<0).
\]
The start must still be weak; one loop says nothing about strong initial coupling.

**Equal signs, \(w_0>0\).** Here \(\tau\) reaches zero at \(l^*=1/(4w_0)\). One-loop theory fails before that point. Since \(d\ln\Gamma/dl=(u+v)^2\ge4uv\), the coefficient of the logarithm already changes over \(l\sim1/(u_0+v_0)^2\), so \(l^*\) is only an upper bound on where logarithmic extrapolation ends.

**One coefficient zero.** For \(v=0\), \(d\ln u/dl=-u^2/2\) gives \(u^2=u_0^2/(1+u_0^2l)\), and \(d\ln\Gamma/dl=u^2\) gives \(\Gamma=\Gamma_0(1+u_0^2l)\). The coupling fades, yet \(W^2=(\Gamma_0/2\pi)(l+u_0^2l^2/2)\) is not a plain logarithm. Small \(|r_0|\) of either sign behaves the same way while \(l\ll1/(4|w_0|)\): for \(u_0=0.4\), \(\Gamma/\Gamma_0\) at \(l=10\) is 2.47, 2.60 and 2.74 for \(r_0=-0.01\), \(0\) and \(0.01\). Opposite signs alone therefore do not make a short extrapolation safe.

## A check beyond one loop at \(r=-1\)

One loop gives \(d\Gamma/dl=0\) at \(u=-v\). There the Gaussian distribution of the linear equation, \(P\propto\exp(-\sum_k\varepsilon_k|h_k|^2/2D)\), is stationary for the full equation with a mode cutoff. The nonlinear drift \(N_k\) could spoil this through two terms. The first, \(\partial N_k/\partial h_k\), contains \(B(\mathbf k,0)=0\). The second is a sum over \(\mathbf a+\mathbf b+\mathbf c=0\) of \(\varepsilon(\mathbf c)B(\mathbf a,\mathbf b)h_ah_bh_c\), of which only the cyclic sum counts.

In the scaled coordinates \(\varepsilon(\mathbf c)=c^2\) and \(B\propto M(\mathbf a,\mathbf b)=a_xb_x-a_yb_y\). Substituting \(\mathbf c=-\mathbf a-\mathbf b\),
\[
c^2M(\mathbf a,\mathbf b)+a^2M(\mathbf b,\mathbf c)+b^2M(\mathbf c,\mathbf a)
=2(\mathbf a\cdot\mathbf b)M(\mathbf a,\mathbf b)-a^2M(\mathbf b,\mathbf b)-b^2M(\mathbf a,\mathbf a).
\]
The first term on the right is \(2(a_x^2b_x^2-a_y^2b_y^2)\), and the other two together subtract the same quantity. The sum is zero, so in this stationary state the static spectrum is \(D/\varepsilon\) at any coupling strength.

## Where opposite signs come from

Consider a stepped surface of mean slope \(m\) along \(x\), step height \(h_0\) and terrace width \(\ell=h_0/m\), growing from a vapour while adatoms can re-evaporate. Let \(x_s\) be the distance an adatom diffuses before it desorbs. The excess adatom density \(c\), in units of its value far from steps, obeys \(x_s^2c''-c+1=0\) with \(c=0\) at perfectly absorbing steps. From the terrace centre, \(c=1-\cosh(x/x_s)/\cosh(\ell/2x_s)\). The mean of \(c\) is the fraction lost, so the captured fraction is
\[
Y=\frac{\tanh z}z,\qquad z=\frac{\ell}{2x_s}=\frac{h_0}{2x_sm}.
\]
The growth rate is \(V=\Delta F\,Y\), where \(\Delta F=F-F_{eq}\) is the arriving minus the equilibrium evaporating flux, as volume per area and time.

If \(V\) depends on the size of the slope alone, expand \(|\nabla(mx+h)|\simeq m+\partial_xh+(\partial_yh)^2/2m\). This gives \(\lambda_x=V''(m)\) and \(\lambda_y=V'(m)/m\); the linear term \(V'\partial_xh\) disappears in a moving frame. With \(dz/dm=-z/m\),
\[
\lambda_y=\frac{\Delta F}{m^2}\left(\frac{\tanh z}z-\operatorname{sech}^2z\right),\qquad
\lambda_x=-\frac{2\Delta F}{m^2}\,z\,\frac{\tanh z\,}{\cosh^2z}.
\]
The bracket equals \((\sinh z\cosh z-z)/(z\cosh^2z)>0\). In this model the signs are therefore opposite: a steeper surface captures more, with diminishing return.

*Limit of rare desorption.* For \(z\ll1\), \(\lambda_x\to-2\Delta Fz^2/m^2\) and \(\lambda_y\to2\Delta Fz^2/3m^2\). Both vanish when every atom is captured.

## Numbers for solid mercury

Solid mercury slightly below its melting point has enough vapour pressure for evaporation to compete with slow growth. Take 220 K, rough values \(3\times10^{-7}\) Torr for the vapour pressure, \(h_0=0.23\) nm and atomic volume \(\Omega=0.023\) nm³, and an applied pressure of \(6\times10^{-7}\) Torr. Chosen model parameters are \(\ell=50\) nm, \(x_s=25\) nm, \(\nu_x=1.2\) and \(\nu_y=2.0\) nm²/s. The capture model itself does not supply \(\nu_x\). Its value is an assumption for which no source is identified here, as discussed under uphill attachment below.

With every impinging atom sticking, the flux is \(\Omega P/\sqrt{2\pi Mk_BT}\), \(M\) being the atomic mass. This gives \(F=0.02308\) and \(F_{eq}=0.01154\) nm/s. Here \(m=0.0046\), \(z=1\) and \(Y=0.7616\), so
\[
\lambda_x=-\frac{2(0.01154)(0.7616)(0.420)}{0.0046^2}\simeq-349,\qquad
\lambda_y=\frac{0.01154(0.7616-0.420)}{0.0046^2}\simeq186\ \text{nm/s}.
\]
Captured arrivals and net losses from steps are treated as independent random events of volume \(\Omega\), so \(2D=\Omega(F+F_{eq})Y\) and \(D=3.03\times10^{-4}\) nm⁴/s. Division by \(\sqrt{1.2\times2.0}\) gives \(\Gamma_0=1.96\times10^{-4}\) nm². Hence \(u_0=-0.406\), \(v_0=0.130\), \(w_0=-0.0527\), \(r_0=-0.320\) and \(s_0=0.515\). The limiting factor is \(1/(1-0.515^2)=1.36\).

At \(L=1\) µm, with the terrace width as cutoff, \(l=\ln20=3.00\) and \(\tau=1+0.2108\times3.00=1.63\). Then
\[
W^2=\frac{2.662\times10^{-4}}{2\pi}\left[3.00-\frac{0.265}{0.2108}\ln1.63\right]
\simeq1.0\times10^{-4}\ \text{nm}^2,
\]
so \(W=0.0100\) nm, against 0.0097 nm without nonlinear terms. Both values omit the constant set by the shape of the cutoff, which can shift them by several percent, more than their difference. The comparison shows only the effect of the nonlinear terms on the logarithmic part. This is the width of the height averaged over terraces, not atomic roughness. It corresponds to a step displacement \(W/m=2.2\) nm, small beside 50 nm.

The approach to the limit is slow: \(r\) is \(-0.43\) at 1 µm and still \(-0.55\) at 1 mm. Relaxation, estimated as \((L/2\pi)^2/\bar\nu\), takes 3.3 h at 1 µm and 286 h at 10 µm. With these assumed values, an experiment lasting hours would see the start of the flow, not its end. With the same magnitudes, \(\nu_i\) and \(D\) but equal signs, \(l^*=4.74\), or about 6 µm, and \(\Gamma\) has already doubled at \(l\simeq2.0\), or about 0.4 µm.

As a test of the closed solution, the flow was integrated from these starting values to \(l=400\) with the loop integrals left unexpanded. The values of \(w\), \(r\), \(\Gamma\) and \(\bar\nu\) agreed to 0.03%.

## What could change the answer

**Size of the expansion.** The first loop changes \(D\) by 22% per factor \(e\) in length at the start. Higher loops are not computed, so the error of the factor 1.36 is not known. The rms slope fluctuation along the tilt is 8% of \(m\), and at that slope the neglected term in \((\partial_xh)^3\) is 5.5% of the one in \((\partial_xh)^2\). Expanding \(V\) to third order also gives a mixed term \((\lambda_x-\lambda_y)\,\partial_xh\,(\partial_yh)^2/2m\). It is larger: \((349+186)/186\times0.081\), or about 23%, of \(\tfrac12\lambda_y(\partial_yh)^2\).

**Uphill attachment.** Suppose an excess fraction \(p\) of adatoms attaches to the upper step. Ignoring re-evaporation, the uphill current is about \(j=p\,\Delta F\,\ell/2\). Its direction follows the slope, so \(-\partial_y(j\,\partial_yh/m)\) lowers \(\nu_y\) by \(j/m\). Along the tilt the current raises \(\nu_x\) by \(-dj/dm\), which depends on how \(p\) varies with terrace width. For a barrier at the descending edge, described by \(c=\delta|c'|\) there with a fixed length \(\delta\), the terrace equation without re-evaporation gives \(p=\delta/(\ell+\delta)\). Then \(-dj/dm=p\,j/m\): the gain in \(\nu_x\) is smaller than the loss in \(\nu_y\) by the factor \(p\).

This matters for the example. With symmetric, perfectly absorbing steps, the speed of a step depends on the sum of the two neighbouring terrace widths, so a disturbance of the step spacing travels without decaying and \(\nu_x=0\). Entropic repulsion between steps 50 nm apart adds only about \(10^{-4}\) nm²/s. A barrier at the descending edge would need \(p\simeq0.14\) to supply the chosen \(\nu_x=1.2\) nm²/s, and would lower \(\nu_y\) by 8.7 nm²/s. Solving the same terrace problem with the re-evaporation of the example gives \(p\simeq0.41\) and a loss of 9.7 nm²/s.

The step stiffness \(\tilde\beta\) would have to make up that loss. It contributes \(F_{eq}Y\Omega\tilde\beta/(h_0mk_BT)\) to \(\nu_y\), or 1.0 nm²/s for \(\tilde\beta=0.1\) eV/nm, so more than 1 eV/nm would be needed, over five times the 0.2 eV/nm that gives the chosen \(\nu_y\) without a barrier. Steps with few kinks can be that stiff, though in a nearest-neighbour lattice model their step energy is then several times the 0.1 eV/nm used under islands below. This does not exclude a barrier, but the example does not establish one. A barrier would also change \(Y\) and with it the \(\lambda_i\). Without a source of \(\nu_x\) beyond the entropic repulsion, the surface is strongly coupled and the one-loop flow does not apply. The example shows how the flow works; it does not predict the roughness of mercury.

Even a small bias matters across the tilt. Starting from \(\nu_y=2.0\) nm²/s, a bias of about 3% without re-evaporation, or about 6% with it, makes \(\nu_y\) negative. The straight steps are then unstable and the flow fails again.

**Islands.** At mid-terrace the adatom density is 1.35 times equilibrium. A disc of radius \(R\) costs \(2\pi R\beta-\pi R^2\Delta\mu/\sigma\), with maximum \(\pi\beta^2\sigma/\Delta\mu\), where \(\sigma=\Omega/h_0\) and \(\Delta\mu=k_BT\ln1.35\). A rough step energy \(\beta=0.1\) eV/nm gives 0.55 eV, or \(29k_BT\). Half that \(\beta\) gives about \(7k_BT\), and step flow would then be doubtful.

**The real crystal.** The temperature and pressures suit solid mercury, but the stiffnesses and diffusion length are not measured values, so the widths illustrate the model. The coupling is very sensitive to \(x_s\), which may be much longer than 25 nm: for \(z\ll1\), \(|w_0|\propto z^4\), and \(x_s=500\) nm at the same slope and \(\nu_i\) gives \(|w_0|\simeq3\times10^{-6}\), a surface that is linear for practical purposes. A real crystal also breaks the assumption that growth is independent of in-plane step direction \(\phi\). With mirror symmetry, \(\phi\simeq\partial_yh/m\) adds \(V_{\phi\phi}/m^2\) to \(\lambda_y\). A value \(V_{\phi\phi}=-186\times0.0046^2=-0.0039\) nm/s, or \(-0.45V\), cancels \(\lambda_y\); a more negative one makes the signs equal and reverses the decision.

Temperature matters too. With a rough sublimation energy of 0.7 eV, warming by 1 K at fixed applied pressure raises \(F_{eq}\), to first order, by about 17% and lowers \(\Delta F\) by about 17%. At fixed \(x_s\), \(\nu_i\) and \(D\), \(|w_0|\propto\Delta F^2\) falls by about 30%. The remaining values along the flow are in the numerical output.

## Numbers as computed

```
temperature 220 K, kT = 0.01896 eV
vapour pressure (rough) 3.0e-07 Torr, applied 6.0e-07 Torr
layer height 0.23 nm, atomic volume 0.023 nm^3 (rough)
terrace width 50 nm, diffusion length 25 nm
mean slope m = 0.00460
nux = 1.2 nm^2/s, nuy = 2.0 nm^2/s (chosen)
arriving flux F = 0.02308 nm/s, evaporating F_eq = 0.01154 nm/s
captured fraction Y = 0.7616, growth rate = 0.00879 nm/s
lambda_x (along tilt) = -348.8 nm/s
lambda_y (across tilt) = 186.3 nm/s
noise strength D = 3.032e-04 nm^4/s
Gamma0 = 1.957e-04 nm^2
u0 = -0.4055, v0 = 0.1299, w0 = -0.05270, r0 = -0.3204
s0 = 0.5147, 4|w0| = 0.2108
limit Gamma_inf/Gamma0 = 1.3603
Gamma_inf = 2.662e-04 nm^2
nuy/nux: start 1.6667, limit 0.5340
flow: L (nm), l, w, r, Gamma/Gamma0, nubar (nm^2/s), W (nm), time (h)
  1e+03 2.996 -0.03230 -0.4256 1.1395 2.112 0.0100 3.33
  1e+04 5.298 -0.02489 -0.4774 1.1901 2.459 0.0136 286
  1e+06 9.903 -0.01707 -0.5469 1.2436 3.036 0.0190 2.32e+06
  1e+09 16.811 -0.01160 -0.6110 1.2810 3.737 0.0251 1.88e+12
W at 1000 nm without nonlinear terms = 0.0097 nm
step wander W/m at 1000 nm = 2.18 nm
equal signs: runaway at l* = 4.744, L* = 5.75 um
rms slope fluctuation along tilt = 3.72e-04, relative to m = 0.081
neglected cubic slope term / quadratic term = 0.055
first loop correction to D per e-fold of length = 0.219
uphill attachment bias that makes nuy negative = 3.19 %
mid-terrace supersaturation ratio = 1.352
island barrier (step energy 0.1 eV/nm, rough) = 0.550 eV = 29.0 kT
change of F_eq per kelvin (sublimation 0.7 eV, rough) = 16.8 %
change of net flux per kelvin = -16.8 %
```
